Does a zero nucleation delay prove layer-by-layer growth?

**Question**

I am trying to infer the growth mode of an atomic-layer-deposition film from its thickness. Suppose I have five thicknesses between 200 and 400 cycles, each with a random error of 0.2 nm, and the steady growth is about 0.1 nm per cycle. A straight line through them meets the cycle axis at 2 ± 4 cycles, so the extrapolated nucleation delay is zero within error.

My argument is this. If the film had begun as separate islands, most of the substrate would have been bare in the early cycles and would have collected nothing. That lost material would shift the late line to the right. I see no shift, so the film must have grown layer by layer from the first cycle. Is this sound?

**Answer**

No. The early loss is real, but it need not be permanent. Islands expose sloping surfaces, and these can collect more material per cycle than a flat film does. For hemispherical islands present from the start, the extra growth repays the whole early loss in the limit of many cycles.

**The model**

Let nuclei of negligible size sit at random, independent positions on a flat substrate from cycle zero, with N nuclei per unit area. The deposit grows along its local surface normal by g per cycle, the same g as for a planar film, and nothing deposits on bare substrate. I treat the cycle number n as continuous and ignore atomic structure, precursor shadowing, desorption and coarsening. Each island is then a hemisphere of radius

R = gn,

and the film is the union of the hemispheres. "Thickness" means deposited volume per substrate area, which equals the mean surface height because there are no cavities under the caps. An undelayed planar film has thickness gn.

**Mean thickness of the island film**

Consider a substrate point at distance d from its nearest nucleus. The film height above it is

H = √(R² − d²) if d < R, and H = 0 otherwise.

For 0 ≤ z < R, the height exceeds z when at least one nucleus lies within a distance √(R² − z²). That disk contains πN(R² − z²) nuclei on average. For independent random positions, the probability that it is empty is the exponential of minus this mean, so

P(H > z) = 1 − exp[−πN(R² − z²)].

Setting z = 0 gives the covered fraction of the substrate, 1 − exp(−πNR²). The mean of a non-negative height is the integral of P(H > z) over z. With k = √(πN),

h = ∫₀ᴿ {1 − exp[−k²(R² − z²)]} dz
  = R − exp(−k²R²) ∫₀ᴿ exp(k²z²) dz.

Substituting u = kz, so that dz = du/k, gives

h = R − D(x)/k,  x = kR,
D(x) = exp(−x²) ∫₀ˣ exp(u²) du.

D is the Dawson function. The term D(x)/k is the shortfall from the planar line. Differentiating the definition of D gives a relation used below:

D′ = 1 − 2xD.

For small x, try D = x + ax³. The relation becomes 1 + 3ax² = 1 − 2x² to this order, so a = −2/3 and

h ≈ (2/3)k²R³ = N(2πR³/3).

This is the density of islands times the volume of one hemisphere, as it must be before islands overlap. The early film is far below the planar line.

For large x, measure depth from the highest possible surface by setting s = R − z. Since R² − z² = 2Rs − s², the shortfall is

Δ = ∫₀ᴿ exp[−k²(2Rs − s²)] ds.

The integrand is appreciable only for s of order 1/(k²R). There k²s² is of order 1/(k²R²) and can be dropped. The rest of the range is harmless because 2Rs − s² ≥ Rs for s ≤ R. Hence

Δ ≈ ∫₀^∞ exp(−2k²Rs) ds = 1/(2k²R) = 1/(2πNgn),

h ≈ gn − 1/(2πNgn).

The thickness difference itself tends to zero, so the late line is the planar line with no delay.

**How the loss is repaid**

From h = R − D(kR)/k,

dh/dR = 1 − D′(x) = 2xD(x).

This can be compared with the exposed deposit area. At distance d from the centre of a cap, the surface area per projected area is R/√(R² − d²). The nearest-nucleus distance has probability density 2πNd exp(−πNd²). The exposed area per substrate area is therefore

A = ∫₀ᴿ 2πNd exp(−πNd²) R/√(R² − d²) dd.

Put z = √(R² − d²), so that d dd = −z dz. The factor z cancels the square root, and reversing the limits removes the minus sign:

A = 2k²R ∫₀ᴿ exp[−k²(R² − z²)] dz = 2k²R D(x)/k = 2xD(x).

Thus the growth per cycle is gA. While A < 1, the film falls behind the planar one; when A > 1, it catches up. There is one changeover. At any stationary point of D, the relation D″ = −2D − 2xD′ gives D″ = −2D < 0, so every stationary point is a maximum and there can be only one. The shortfall rises to that maximum and then declines.

Your argument counts the bare substrate but omits the extra area of the caps.

**What a tangent would report**

Draw the tangent to h(n) at cycle n. It meets the cycle axis at

n₀ = n − h/h′,

where primes on h mean derivatives with respect to n. Differentiating,

dn₀/dn = 1 − [(h′)² − hh″]/(h′)² = hh″/(h′)².

The apparent delay therefore increases while the growth per cycle is increasing, and decreases once it is falling. Again there is one turning point. Differentiating D″ gives D‴ = −4D′ − 2xD″. Where D″ = 0, the expression for D″ gives D′ = −D/x < 0, so D‴ > 0. Every zero of D″ is thus an upward crossing, which can happen only once. Since h″ has the opposite sign to D″, the growth per cycle has a single peak.

To find the late delay, write h = gn − Δ. Then

n₀ = n − (gn − Δ)/(g − Δ′) = (Δ − nΔ′)/(g − Δ′).

At late times Δ = B/n with B = 1/(2πNg), and Δ′ = −B/n². The numerator is 2B/n and the denominator tends to g, so

n₀ ≈ 2B/(gn) = 1/(πNg²n).

Half of the numerator comes from the remaining shortfall and half from the slightly steep slope. The delay is positive at finite n and vanishes in the limit.

**A numerical case**

Take g = 0.1 nm per cycle and N = 0.05 nm⁻², which is 5 × 10¹² cm⁻². These are round model parameters. Then k = √(0.05π) nm⁻¹ = 0.396 nm⁻¹.

After 20 cycles the planar thickness would be 2.00 nm. The island film has only 0.66 nm and covers 47% of the substrate. Growth peaks near cycle 38, at 1.28 times the planar value. A tangent there reports the largest delay, 16.8 cycles. Coverage reaches 99% at about 54 cycles.

At 300 cycles R = 30 nm, and the late formulas give

Δ ≈ 1/(2π × 0.05 × 30) nm = 0.106 nm,
n₀ ≈ 1/(π × 0.05 × 0.1² × 300) = 2.12 cycles.

The full expressions give 0.1065 nm and 2.13 cycles. A straight-line fit to five error-free model thicknesses at 200, 250, 300, 350 and 400 cycles gives a delay of 2.3 cycles and a slope of 0.1004 nm per cycle.

Now add an independent error σ = 0.2 nm to each thickness. Write the fitted line as h̄ + b(n − n̄), where bars denote means over the m = 5 points. Its intercept is n₀ = n̄ − h̄/b. For small errors,

δn₀ = −δh̄/b + h̄δb/b² = −[δh̄ − (n̄ − n₀)δb]/b.

The errors of h̄ and b are uncorrelated, with variances σ²/m and σ²/S, where S = Σ(n − n̄)² = 2(100² + 50²) = 25,000. Therefore

σ(n₀) = (σ/b)√[1/m + (n̄ − n₀)²/S]
      = (0.2/0.1004)√[1/5 + (297.7)²/25,000]
      ≈ 3.9 cycles.

Repeated noisy fits gave a scatter of 3.85 cycles. The island film thus produces the 2 ± 4 cycles in your question. The slope does not help either: its standard error is σ/√S = 0.0013 nm per cycle, while its excess over g is 0.0004 nm per cycle.

This match needs dense nuclei, because the late delay scales roughly as 1/N. The same fit gives 5.8 cycles for N = 0.02 nm⁻², 11.9 for 0.01 nm⁻² and 24.8 for 0.005 nm⁻². Within this model your 2 ± 4 cycles therefore disfavours, at two standard errors, initial densities below about 0.012 nm⁻² (about 10¹² cm⁻²), but not denser islands.

The mean-thickness formula was also tested against simulated random islands. At 25 cycles it gives 1.141 nm and the simulation 1.136 nm, a difference of about 1.4 times the simulation's standard error of about 0.004 nm.

**Randomness is not essential, and a smooth late film is not proof**

Once R is much larger than the distances between nuclei, the height above a point is

√(R² − d²) ≈ R − d²/(2R).

Every point lags slightly behind the top of a cap, and the lag shrinks as the caps flatten. The mean shortfall is ⟨d²⟩/(2R), whatever the arrangement, provided distances to the nearest nucleus stay much smaller than R.

For random nuclei, the probability that d² exceeds q is exp(−πNq). This exponential distribution has mean 1/(πN), which recovers Δ = 1/(2πNR). Its standard deviation is also 1/(πN), so the rms roughness has the same leading value, 1/(2πNR). In the example it is 0.107 nm at 300 cycles. This is the roughness left by the island shapes alone; atomic roughness is outside the model. Low roughness in a thick film therefore does not rule out an island start.

For nuclei on a square array of spacing a = 1/√N, each coordinate within a cell has mean square a²/12. Thus ⟨d²⟩ = a²/6 = 1/(6N), and

Δ ≈ 1/(12NR).

At R = 30 nm this is 0.056 nm, about half the random value. The random array lags more because it has larger gaps, but both approach the same line.

**If nuclei continue to appear**

Suppose instead that there are no nuclei at the start, and that new ones form at a constant rate J per unit bare area per cycle. One may count fictitious nuclei on covered substrate as well, because they never change the surface. If a fictitious nucleus lies a distance c from the centre of an island whose radius is then R₁ ≥ c, after further growth by δ its points are at most c + δ ≤ R₁ + δ from that centre. They remain inside the island.

The count is then random and uniform in space and time. An island of present radius r reaches height z above a given point if its nucleus lies in a disk of area π(r² − z²). Radii between r and r + dr correspond to a birth interval dr/g. The expected number of islands reaching z = R − s is

M = (πJ/g) ∫ (r² − z²) dr, from r = z to r = R.

With r = z + v the integrand is 2zv + v², so

M = (πJ/g)(zs² + s³/3) = (πJ/g)(Rs² − 2s³/3).

The probability that none reaches z is exp(−M), and the shortfall is the integral of exp(−M) over s from 0 to R. At large R the relevant s is of order √[g/(πJR)], much smaller than R, so the cubic term can be dropped. The remaining half-Gaussian integral gives

Δ ≈ ½√[g/(JR)] = 1/(2√(Jn)).

For Δ proportional to n^(−1/2), Δ − nΔ′ = (3/2)Δ. The tangent delay is therefore

n₀ ≈ 3Δ/(2g) = 3/(4g√(Jn)).

With birth times treated as continuous, it still tends to zero, but slowly. For J = 0.002 nm⁻² per cycle and the same g, the full calculation gives 9.8 cycles at n = 300, 3.1 at n = 3000 and 0.97 at n = 30,000. If nuclei are born only at whole cycles, these delays shift by about half a cycle either way, depending on where in the cycle the births are placed. Well beyond n ≈ 1/(Jg²) = 50,000 the nuclei of the first cycle dominate, and the delay then falls as 1/(πJg²n) toward their birth time. The straight-line fit from 200 to 400 cycles gives 10.1 ± 3.7 cycles for this film, so such islands could leave a marginally visible delay in an ordinary measurement range. A zero intercept can thus exclude some island films at a stated precision, but not island growth as such.

**What the intercept does tell you**

If all growth starts after an incubation of nᵢ cycles, replace n by n − nᵢ in the whole curve. The late line becomes g(n − nᵢ), for islands and for a planar film alike. With the original island density and nᵢ = 20, the fit from 200 to 400 cycles gives 22.5 cycles. An intercept from a finite range can also contain a delay from nucleation spread over many cycles, such as the roughly 10 cycles above, or from sparse nuclei. When the nuclei are dense and all present at the start of growth, it mainly reports when growth began.

Even that reading needs negligible initial size. If the nuclei start with radius r₀, then R = r₀ + g(n − nᵢ), and the late intercept is nᵢ − r₀/g. A real incubation and a finite starting size can cancel.

The whole argument also requires the caps to grow at the planar rate g. The late formulas further need R to be much larger than the distances between nuclei, and merging alone does not ensure this. At 60 cycles the example film covers more than 99% of the substrate, yet its shortfall is 0.60 nm while the late formula gives 0.53 nm. At radii of only a few atomic spacings, a smooth hemisphere is at best a rough description.

**Which measurement would decide**

A thickness taken while the islands are still merging can help if g is known independently. Suppose you tried to explain the 0.66 nm at 20 cycles by a planar film with constant growth g and a delay. The delay would be 20 − 0.66/0.1 = 13.4 cycles, and the film would reach 0.1 × (300 − 13.4) nm = 28.7 nm at 300 cycles. The island film reaches 29.9 nm. The difference is 1.2 nm. The early thickness that sets the delay has an error of 0.2 nm too, so the comparison with one late thickness has an error of 0.2√2 nm = 0.28 nm. The difference is about four times this. If g must be fitted as well, the test is weaker.

Thickness alone still cannot prove the growth mode if the planar rate is allowed to vary with cycle number, since a planar film with growth rate h′(n) would reproduce the same curve. An early measurement of coverage separates these two cases. At 20 cycles the island film leaves 53% of the substrate bare, although its mean thickness is 0.66 nm. An ideal continuous planar film of that thickness leaves none. Since 0.66 nm is only two or three monolayers, random sub-monolayer deposition without islands could still leave of order 10% bare, which is far less than 53%.

Calculated quantities

```
planar growth per cycle g = 0.10 nm
island density N = 0.050 nm^-2 = 5.0e+12 cm^-2
inverse length k = 0.3963 nm^-1
thickness at 25 cycles, formula = 1.1407 nm
thickness at 25 cycles, simulation = 1.1356 nm
columns: cycles, island nm, planar nm, coverage %,
         growth nm/cycle, tangent delay in cycles
   10    0.0984    1.000    14.54   0.02832    6.525
   20    0.6603    2.000    46.65   0.08418   12.156
   40    2.9805    4.000    91.90   0.12811   16.735
   60    5.3990    6.000    99.65   0.11329   12.343
  100    9.6704   10.000   100.00   0.10355    6.613
  300   29.8935   30.000   100.00   0.10036    2.130
 1000   99.9682  100.000   100.00   0.10003    0.637
cycle of peak growth = 37.90 cycles
peak growth / planar growth = 1.2847
largest tangent delay = 16.80 cycles
99 percent coverage reached at 54.15 cycles
shortfall at 300 cycles = 0.1065 nm
rms roughness at 300 cycles = 0.1069 nm
square-array shortfall at 300 cycles = 0.0556 nm
fit 200-400 cycles: delay = 2.312 cycles
fit 200-400 cycles: slope = 0.10040 nm/cycle
thickness noise per point = 0.20 nm
scatter of fitted delay = 3.85 cycles
fit 600-1000 cycles: delay = 0.832 cycles
fit 600-1000 cycles: slope = 0.10005 nm/cycle
imposed incubation = 20 cycles
fit 200-400 with incubation: delay = 22.512 cycles
continuing test: rate = 5.0e-04 nm^-2/cycle
continuing test: duration = 60 cycles
continuing test: formula thickness = 2.3215 nm
continuing test: simulation = 2.3064 nm
continuing example: J = 0.0020 nm^-2/cycle
continuing, 300 cycles: shortfall 0.6516 nm, delay 9.758 cycles
continuing, 3000 cycles: shortfall 0.2042 nm, delay 3.063 cycles
continuing, 30000 cycles: shortfall 0.0646 nm, delay 0.968 cycles
```
